Choosing Insulator Thickness in Contact Calculations: Barrier Height Versus Contact Resistance

In the model contact treated here, thickening an insulating interlayer from 0.79 to 1.44 nm lowers the electron barrier from 0.195 to 0.167 eV. The contact resistance nevertheless rises from 6.4×10⁻⁴ to 8.8×10⁻³ Ω cm², a factor of 13.7. The second thickness is the one at which the barrier is smallest.

**The setting and what it controls**

In a calculation of an interface or of two-electrode transport, the thickness of the insulating region is an input. This setting enters the physics twice. It changes the charge at the semiconductor surface, and with it the barrier Φ; it also changes the distance through which electrons tunnel. A scan that records Φ alone sees the first effect and misses the second. The quantity to minimize is the zero-bias specific contact resistance ρ.

The model is one-dimensional: metal, insulator of thickness t, n-type semiconductor. Energies are measured from the Fermi level, units are Gaussian, and e>0. There is one parabolic band; in-plane momentum is conserved and the in-plane mass is the same throughout. Conduction electrons follow Boltzmann statistics in the electrostatics, and holes are neglected. Image forces, traps, fixed charge and roughness are left out, and t is continuous although real layers come in whole numbers.

**Electrostatics: from thickness to barrier**

Let ζ be the conduction edge deep in the semiconductor, N the donor density and v(z) the upward band bending. The electron density is N exp(−v/kT), so Poisson's equation for the electron energy reads

v″ = (4πe²N/ε_s)[1 − exp(−v/kT)].   (1)

Multiply by v′ and integrate from the bulk, where v and v′ vanish. The left side gives v′²/2 and the right side gives v − kT[1 − exp(−v/kT)] times the prefactor. The slope G = |v′| is therefore

G(v) = {(8πe²N/ε_s)[v − kT(1 − exp(−v/kT))]}^½.   (2)

Integrating (1) over the semiconductor gives its positive charge per area, divided by e:

n_s = ε_s G(Φ−ζ)/(4πe²).   (3)

The surface also carries states in the gap, of density D per energy and area. They are neutral when the barrier equals Φ₀. If Φ<Φ₀, the Fermi level lies above the neutrality level and the states hold Φ₀−Φ times D extra electrons. The net positive number per area on the semiconductor side is thus

P = n_s + D(Φ − Φ₀).   (4)

The metal carries the opposite charge. Let s = s₀ + t/ε_i, where s₀ is the length divided by permittivity of a thin dipole layer at the metal, taken as transparent to electrons. The electrostatic potential on the semiconductor side is higher by 4πePs, which lowers the electron energy there by 4πe²Ps. If Φ_id is the barrier without this dipole,

Φ = Φ_id − 4πe²s[n_s + D(Φ − Φ₀)].   (5)

Some of the gap states are tails of metal wave functions. Their amplitude decays through the insulator as exp(−θ_i), where θ_i is the tunnelling action, so their density decays as its square:

D = D_r + D₀ exp[−2θ_i(E=0)].   (6)

D_r describes residual states that do not depend on the metal. Equation (6) ties the two halves of the problem together: the decay that removes the pinning states is also the decay that obstructs the current.

For ζ<Φ_id<Φ₀ there is one solution between ζ and Φ₀. Move all terms of (5) to the left and call the result g(Φ). At Φ=ζ, n_s vanishes and g<0; at Φ=Φ₀, g>0. Between them

dg/dΦ = 1 + 4πe²s[dn_s/dΦ + D + (Φ−Φ₀)dD/dΦ] > 0.   (7)

The last term is positive because a higher barrier raises the insulator edge, so dD/dΦ<0, while Φ−Φ₀<0. Bisection on this interval is safe.

**Tunnelling: from barrier to resistance**

Let ΔE be the conduction-band offset between insulator and semiconductor. The insulator edge is U_S = Φ+ΔE at the semiconductor. The fraction f = (t/ε_i)/s of the total energy difference Φ−Φ_id falls across the insulator, so at the metal

U_M = U_S − f(Φ − Φ_id).   (8)

With a = √(U_M−E) and b = √(U_S−E), averaging the square root over a linear edge gives (2/3)(b³−a³)/(b²−a²). Cancelling b−a leaves

θ_i(E) = (t√(2m_i)/ħ)(2/3)(a² + ab + b²)/(a + b).   (9)

An electron with E<Φ must also cross the top of the depletion barrier. There dz = du/G, where u is the local band edge, so

θ_s(E) = ∫_E^Φ √[2m_s(u−E)] du/[ħG(u−ζ)],   (10)

and θ_s=0 for E≥Φ. In the WKB approximation the transmission is T = exp(−2θ_i−2θ_s).

For a small voltage V the occupations on the two sides differ by eV(−df_F/dE), with f_F the Fermi function. The change of T with V multiplies an occupation difference that is already of order V, so it does not affect the zero-bias conductance. With the integral taken over electrons moving towards the metal (v_z>0 in that direction), the conductance per area is

1/ρ = 2e²∫ d³k/(2π)³ v_z T (−df_F/dE).

Use v_z dk_z = dE_z/ħ and, for the in-plane energy, d²k_⊥ = 2πm_s dE_⊥/ħ². The integral of −df_F/dE over E_⊥ from zero to infinity is f_F(E_z). The factors combine as 2·2π/(2π)³ = 1/(2π²), and

1/ρ = [e²m_s/(2π²ħ³)] ∫_ζ^∞ T(E) f_F(E) dE.   (11)

**Why the barrier minimum is too thick**

Suppose Φ(t) has its global minimum at t_Φ>0. Two monotonic properties of the action decide the matter.

First, at fixed t, raising Φ raises both actions. U_S rises with Φ, and so does U_M = ΔE+(1−f)Φ+fΦ_id. In (10) the integrand is positive and the upper limit moves up.

Second, at fixed Φ, raising t raises θ_i. Write the local edge as U = U_S−xf(Φ−Φ_id), with x running from 0 at the semiconductor to 1 at the metal. From the definition of f, t df/dt = f(1−f). Differentiating t∫√[2m_i(U−E)]dx/ħ gives

∂θ_i/∂t = (1/ħ)∫₀¹ √[2m_i(U−E)] {1 − x f(1−f)(Φ−Φ_id)/[2(U−E)]} dx.   (12)

Since x≤1 and f(1−f)≤1/4, the bracket is positive whenever U−E > (Φ−Φ_id)/8. The statement therefore concerns current carried below a fixed energy that satisfies this condition at Φ=Φ(t_Φ). In the example the condition requires a margin of (0.1668−0.15)/8 ≈ 0.002 eV below the insulator edge, which itself never falls below ΔE+Φ_id = 1.15 eV.

At t_Φ, dΦ/dt=0, so the explicit thickness dependence alone remains and dρ/dt>0. For any thicker layer, first increase t at fixed Φ and then raise Φ to its actual value, which is no smaller. Both moves increase the action, so ρ(t)>ρ(t_Φ). The resistance minimum is strictly thinner than t_Φ; it may lie at t=0.

The example confirms the derivative argument. At t_Φ the logarithmic slope of ρ is 5.55 nm⁻¹, and freezing the barrier at its minimum value gives the same number to the printed digits.

**When a barrier minimum exists at all**

Once the metal-induced states have decayed, D≈D_r. Equation (5) then takes Φ from near Φ_id, for small s, towards the value at which P=0, for large s. If D_r(Φ₀−Φ_id)>n_s evaluated at Φ=Φ_id, that neutral value lies above Φ_id, and Φ finally rises with thickness. If Φ has first fallen from a pinned value, as in the example, this produces a minimum.

With D_r=0 the donor charge pulls the barrier down instead. As s grows, 4πe²sn_s must remain finite, so n_s tends to zero and Φ tends to ζ. In the example without residual states, Φ falls throughout a scan to 6 nm, where it is 0.120 eV. Barrier minimization then returns whatever thickness the scan ends with. The resistance still has its minimum, at 0.82 nm.

**Where the resistance minimum lies**

If most electrons cross near the barrier top, (11) gives

ln ρ = constant + Φ/kT + 2θ_i(Φ) − ln K,   (13)

where K collects the remaining energy dependence of the integral, mainly tunnelling through the depletion barrier. Neglecting changes in K, the minimum satisfies

−(1/kT)dΦ/dt ≈ d[2θ_i(Φ)]/dt.   (14)

The left side is the gain from depinning, the right side the cost of tunnelling.

A closed estimate follows on dropping D_r and n_s, holding s fixed, and replacing the insulator edge in the exponent of (6) by the constant ΔE+Φ_id. Let κ_F = √[2m_i(ΔE+Φ_id)]/ħ, x = 2κ_F t, and A = 4πe²D₀s. Equation (5) becomes linear, with solution

Φ = Φ₀ − γ(Φ₀−Φ_id),  γ = 1/(1 + A e^(−x)).   (15)

Here γ runs towards 1 as the contact depins, and dγ/dx = γ(1−γ). The cost at the barrier top is rx, with r≈√[ΔE/(ΔE+Φ_id)] the ratio of decay constants there and at the Fermi level. Setting the derivative of Φ/kT+rx to zero gives

γ(1−γ) = rkT/(Φ₀−Φ_id).   (16)

The second derivative is proportional to γ(1−γ)(2γ−1), so the larger root is the minimum. It lies at

t = ln[Aγ/(1−γ)]/(2κ_F).   (17)

Because s contains t, (17) is iterated. Since γ(1−γ) cannot exceed 1/4, an interior minimum requires

Φ₀ − Φ_id > 4rkT.   (18)

If this fails, the reduced model favours no interlayer. If it holds, the interior minimum must still be compared with t=0. For the example r=0.9325, and the threshold is 4×0.9325×0.02585 = 0.096 eV; the actual span is 0.40 eV. Equation (16) gives γ=0.936, and (17) gives 0.88 nm against 0.79 nm from the full model, about 12% too thick. This is good enough to centre a scan. When the span was reduced to 0.06 eV in the full model, a test found the smallest resistance at t=0. The full model needs a larger span than (18) indicates: it has no interior minimum at 0.11 eV, a local minimum that loses to the bare contact at 0.13 eV, and an interlayer better by a factor of 1.7 at 0.16 eV.

**Reading the worked example**

The parameters are round numbers and represent no particular material: 300 K, N=2×10¹⁷ cm⁻³, ΔE=1 eV, Φ_id=0.15 eV and Φ₀=0.55 eV. The numerical output lists the rest.

Compare the two selected thicknesses using (13). Going from 0.79 to 1.44 nm gains

(0.19471 − 0.16682)/0.025852 = 1.08

in the thermal exponent, but costs 8.037−4.393 = 3.64 in the tunnelling exponent. The net increase is 2.57, and e^2.57 ≈ 13, close to the full penalty of 13.7.

The same arithmetic for bare contact against the optimum gives a thermal gain of (0.49942−0.19471)/0.025852 = 11.79, a cost of 4.39 and a net gain of 7.39. This predicts an improvement by a factor of about 1600, whereas the full WKB result is 1000. The difference is K, which must be about 1.6 times larger for the bare contact. The insulator cannot supply this factor: over an energy kT, its exponent at the optimum changes by only about 4.39×0.0259/(2×1) ≈ 0.06. What remains is depletion tunnelling. By (2), a higher barrier has a steeper surface slope, hence a thinner top. The same trend appears at the optimum, where gain and cost are 6.00 and 5.64 nm⁻¹ rather than equal: K falls as the barrier falls.

Direct matching of Schrödinger waves in the same potential puts the optimum at 0.79 nm and the penalty at 13.2. The choice of thickness is therefore insensitive to the WKB prefactor here. The improvement over bare contact is not: wave matching gives about 2300 instead of 1000. WKB leaves out the mismatch of the waves at the abrupt metal–semiconductor junction. For the bare contact it therefore overestimates the transmission both of electrons above the barrier and of those tunnelling through the depletion region just below its top. A WKB scan is suitable for locating this optimum, but not for quoting the benefit over a bare contact to better than a factor of two or three.

Equation (6) also omits a prefactor. For a single state at the Fermi level with no in-plane momentum, wave matching with the barrier held at 0.2 eV gives 1.27 for it at 0.8 nm, relative to the bare surface at the same barrier. Multiplying D₀ by this number moves the resistance optimum to 0.83 nm and the barrier minimum to 1.48 nm; their order is unchanged. The full density of states, however, sums over in-plane momenta. At fixed total energy, in-plane motion leaves less energy for motion along z, so these states decay faster in the insulator. The summed density therefore falls more quickly with thickness than (6), which in this example shifts both minima towards thinner layers: normalized to the same density at t=0, the sum puts the resistance optimum near 0.65 nm and the barrier minimum near 1.2 nm. The monotonic argument does not depend on the form of D, so it still fixes their order.

**Guidance for choosing the thickness**

1. Scan the zero-bias resistance and include the bare contact. For each allowed thickness, obtain the self-consistent barrier, then the transmission, then the integral (11). Since layers are discrete, compare the allowed thicknesses directly. In the example, 0.6 nm costs a factor of 1.7 over the optimum and 1.0 nm a factor of 1.6, so an error of 0.2 nm matters, though far less than choosing t_Φ.

2. Centre the scan with (17) only when the current crosses near the barrier top, that is when E₀₀ = (ħ/2)√[4πe²N/(m_sε_s)] is well below kT; in the example E₀₀ = 0.17 kT. Equation (17) does not contain N. With Fermi–Dirac statistics and the other parameters unchanged, the optimum moves to 0.71 nm at N=10¹⁹ cm⁻³ and to 0.42 nm at 10²⁰ cm⁻³, and the gain over the bare contact falls from 1000 to about 110 and 1.5. A larger offset shortens the decay length and moves the optimum inward. For ΔE=2 eV, scaling by κ_F predicts 0.787×√(1.15/2.15) ≈ 0.58 nm; the full calculation gives 0.57 nm.

3. Use the physical temperature in the Fermi function of (11). A broadening chosen to ease convergence would change the exchange rate between barrier and action in (14). With the whole model at 400 K, electrostatics included, the optimum moves from 0.79 to 0.71 nm.

4. Let the energy window extend several kT above the barrier top, and below it as far as depletion tunnelling contributes. A window around the Fermi level alone can miss the current when Φ is many kT.

5. Include the depletion charge. If the simulation cell is shorter than the depletion region, its barrier must be joined to a separate solution of (1)–(5), because both n_s and θ_s depend on the region outside the cell.

6. Distinguish errors in level from errors in slope. A thickness-independent error δ in Φ multiplies ρ by roughly exp(δ/kT), but leaves the left side of (14) unchanged. An error in Φ₀ or Φ_id is not of this kind, since it changes the span: Φ₀ = 0.45 or 0.65 eV moves the optimum to 0.73 or 0.83 nm. An error in ΔE or m_i changes the decay constant and hence the selected thickness. The insulator offset and tunnelling mass therefore deserve a separate check.

7. Examine the residual states. Raising D_r from 2×10¹² to 5×10¹² eV⁻¹ cm⁻² moves the barrier minimum from 1.44 to 1.18 nm, but the resistance optimum only from 0.79 to 0.74 nm. The penalty for using the barrier criterion falls from 13.7 to 5.0 and does not disappear.

These recommendations apply to coherent tunnelling near zero bias, and the numbers to a lightly doped, non-degenerate semiconductor. At 10¹⁸ cm⁻³ and above, with the other parameters of the example, the donor charge outweighs the residual states and the barrier has no minimum within 3 nm. Trap-assisted current, pinholes or a thickness-dependent fixed charge add terms absent from (5) and (11). The monotonic argument must then be re-examined, since a thicker layer may open a new conduction path as well as lengthen the old one.

Numbers as computed

```
temperature = 300 K; kT = 0.025852 eV
doping = 2.00e+17 cm^-3; N/Nc = 0.0485
normal masses: semiconductor 0.30, insulator 0.30 m
permittivities: semiconductor 12.0, insulator 10.0
bulk edge zeta = 0.07823 eV; offset = 1.00 eV
ideal barrier = 0.15 eV; neutral barrier = 0.55 eV
metal-induced density = 4.00e+14 eV^-1 cm^-2
residual density = 2.00e+12 eV^-1 cm^-2
reduced dipole length = 0.10 nm; metal band depth = 5 eV
t (nm), barrier (eV), 2*layer action at barrier top, rho (ohm cm^2)
0.0000, 0.49942, 0.0000, 6.44220e-01
0.2000, 0.42437, 1.1095, 1.18337e-01
0.4000, 0.32172, 2.2171, 7.83946e-03
0.6000, 0.23816, 3.3393, 1.10020e-03
0.7866, 0.19471, 4.3926, 6.44820e-04
1.0000, 0.17416, 5.5952, 1.01612e-03
1.4357, 0.16682, 8.0372, 8.82846e-03
2.0000, 0.16880, 11.1890, 2.16325e-01
resistance optimum t = 0.7866 nm = 7.866 angstrom
barrier optimum t = 1.4357 nm = 14.357 angstrom
resistance penalty at barrier optimum = 13.6914
bare/optimum resistance, WKB = 9.9907e+02
slopes at optimum: gain 6.0017, cost 5.6448 nm^-1
log-resistance slope at barrier minimum = 5.5513 nm^-1
same slope with frozen barrier = 5.5513 nm^-1
wave-matching optimum t = 0.7909 nm; rho = 6.75326e-04 ohm cm^2
wave-matching penalty = 13.1587
wave-matching bare/optimum resistance = 2.3063e+03
reduced estimate t = 0.8782 nm; gamma = 0.93558; r = 0.93250
minimum pinning span for reduced optimum = 0.09643 eV
no residual states: resistance optimum t = 0.8220 nm
no residual states: barrier at 6 nm = 0.12004 eV
surface-density decay 0.8 to 1.2 nm: wave 0.08719, WKB 0.08717
omitted metal-induced density prefactor at 0.8 nm = 1.2689
with that prefactor: resistance t 0.8288, barrier t 1.4785 nm
largest Poisson barrier difference = 6.51e-06 eV
relative conductance difference = 7.62e-04
case: resistance t (nm), barrier t (nm), resistance penalty
base: 0.7866, 1.4357, 13.6914
resid 5e12: 0.7397, 1.1838, 5.0461
offset 2 eV: 0.5655, 1.0687, 19.0911
400 K: 0.7118, 1.3731, 13.8317
N 5e17, resid 5e12: 0.7411, 1.2415, 6.6382
```
